# Extended phase graphs: exact echo amplitudes without isochromat sampling error

## What translation symmetry fixes

Consider spins that all receive the same pulses and relax with the same $T_1$ and $T_2$, but precess by different angles $\theta$ in each interval $\tau$. Let $\theta$ be uniformly distributed over a full circle, as happens when a constant gradient winds a uniformly filled voxel through a whole number of turns. Each spin keeps its $\theta$ in every interval. There is no diffusion, exchange or motion, and pulses are instantaneous. Magnetization is measured in units of its equilibrium value $M_0$.

A uniform circle has no preferred origin, so the measured signal cannot change under $\theta\to\theta+c$ applied to the magnetization pattern. The patterns that respond most simply to this translation are $e^{ik\theta}$ with integer $k$, which are multiplied by $e^{ikc}$. The integers follow from periodicity. With $M_\pm=M_x\pm iM_y$ we therefore write

$$M_+(\theta)=\sum_k F_k e^{ik\theta},\qquad M_z(\theta)=\sum_k Z_k e^{ik\theta}.$$

Since $M_z$ is real, $Z_{-k}=Z_k^*$. The signal is the circle average of $M_+$, and the one invariant pattern has $k=0$:

$$S=\frac1{2\pi}\int_0^{2\pi}M_+(\theta)\,d\theta=F_0 .$$

The full circle matters. If $\theta$ instead fills an interval of width $\Phi$ centred on zero, averaging $e^{ik\theta}$ gives

$$S=\sum_k F_k\,\frac{\sin(k\Phi/2)}{k\Phi/2},$$

where the $k=0$ factor is one. The other terms vanish when $\Phi$ is a nonzero multiple of $2\pi$, but not in general.

## What goes wrong with direct summation

The direct method follows $N$ isochromats, each a magnetization vector with its own $\theta_j$, and averages them:

$$S_N=\frac1N\sum_{j=1}^{N}M_+(\theta_j)=\sum_kF_k\,\frac1N\sum_{j=1}^{N}e^{ik\theta_j}.$$

Its error consists of the configurations $k\neq0$, which the finite sum fails to cancel.

Suppose first that the $\theta_j$ are independent random angles. The deviation $d_j=M_+(\theta_j)-F_0$ has zero mean, so products $d_jd_l^*$ with $j\ne l$ average to zero. The $N$ diagonal terms remain, and orthogonality of the exponentials gives

$$\langle|S_N-F_0|^2\rangle=\frac1{N^2}\,N\langle|d|^2\rangle=\frac1N\sum_{k\ne0}|F_k|^2 .$$

The rms error falls only as $N^{-1/2}$.

Now take equally spaced angles, $\theta_j=\theta_0+2\pi j/N$. The inner sum is geometric. It vanishes unless $k$ is a multiple of $N$, when every term has the same phase. Hence

$$S_N=\sum_m F_{mN}\,e^{imN\theta_0}.$$

This is aliasing: orders $\pm N,\pm2N,\dots$ masquerade as signal. Each interval can raise an order by at most one, as shown below, so after $n$ intervals $|k|\le n$. An equally spaced grid with $N>n$ is therefore free of sampling error.

Both errors are written in terms of $F_k$. This suggests propagating those coefficients themselves, so that the unwanted ones are never added to the signal.

## The update rules

Let a pulse rotate the magnetization by $\alpha$, in the right-handed sense, about the transverse axis $(\cos\phi,\sin\phi,0)$. For $\phi=0$,

$$M_x'=M_x,\quad M_y'=M_y\cos\alpha-M_z\sin\alpha,\quad M_z'=M_y\sin\alpha+M_z\cos\alpha .$$

Substitute $M_x=(M_++M_-)/2$ and $iM_y=(M_+-M_-)/2$ into $M_+'=M_x'+iM_y'$:

$$M_+'=\frac{1+\cos\alpha}{2}M_++\frac{1-\cos\alpha}{2}M_--i\sin\alpha\,M_z .$$

The first two coefficients are $\cos^2(\alpha/2)$ and $\sin^2(\alpha/2)$. Likewise, $M_y=(M_+-M_-)/(2i)$ gives

$$M_z'=-\frac i2\sin\alpha\,M_++\frac i2\sin\alpha\,M_-+\cos\alpha\,M_z .$$

For a general axis, use coordinates turned by $\phi$, in which $M_\pm$ becomes $e^{\mp i\phi}M_\pm$, and turn back afterwards. The $M_-$ term in $M_+'$ acquires $e^{2i\phi}$ and the $M_z$ term $e^{i\phi}$. In $M_z'$ the two transverse terms acquire $e^{-i\phi}$ and $e^{i\phi}$.

Complex conjugation of the series for $M_+$ gives $M_-=\sum_kF_{-k}^*e^{ik\theta}$. Because the rotation does not depend on $\theta$, coefficients of each $e^{ik\theta}$ can be equated:

$$F_k'=\cos^2\tfrac\alpha2F_k+e^{2i\phi}\sin^2\tfrac\alpha2F_{-k}^*-ie^{i\phi}\sin\alpha\,Z_k,$$

$$Z_k'=-\tfrac i2e^{-i\phi}\sin\alpha\,F_k+\tfrac i2e^{i\phi}\sin\alpha\,F_{-k}^*+\cos\alpha\,Z_k .$$

A pulse thus leaves part of the transverse magnetization alone, reverses the order of another part, and stores a third part along $z$. If the rotation varied with $\theta$, its own Fourier series would multiply that of the magnetization and couple different $k$; this closed triplet would be lost.

During an interval, $\dot M_+=(i\theta/\tau-1/T_2)M_+$ and $\dot M_z=(1-M_z)/T_1$. With $E_{1,2}=e^{-\tau/T_{1,2}}$, integration gives

$$M_+'=E_2e^{i\theta}M_+,\qquad M_z'=E_1M_z+1-E_1,$$

and therefore

$$F_{k+1}'=E_2F_k,\qquad Z_k'=E_1Z_k+(1-E_1)\delta_{k0}.$$

Recovery enters at order zero because it is the same for every $\theta$. An echo is the arrival of a transverse configuration from $k=-1$ at $k=0$.

Following the coefficients $F_k$ and $Z_k$ by these rules is called the extended phase graph method, or phase graph for short. An implementation stores $F_k$, $F_{-k}^*$ and $Z_k$ for $k\ge0$, starting from $Z_0=1$. At each step it does the following:

1. Apply the pulse to every triplet.
2. Multiply by the relaxation factors and add $1-E_1$ to $Z_0$.
3. Shift the first row up by one order and the second row down by one. The new $F_0$ is the relaxed old $F_{-1}$; its conjugate belongs in the second row.

## Three pulses and five echoes

Let pulses 1, 2 and 3 be separated by $\tau_1$ and $\tau_2$, each a whole number of intervals, and let $q_1$ denote the order gained in $\tau_1$. Take $\tau_2>\tau_1$, so that the primary echo at $2\tau_1$ forms before pulse 3. Pulse 1 creates $F_0=-ie^{i\phi_1}\sin\alpha_1$. Just before pulse 2 this has become

$$F_{q_1}=-ie^{i\phi_1}\sin\alpha_1e^{-\tau_1/T_2}.$$

The order-reversing term of pulse 2 conjugates it, and a further time $\tau_1$ brings it to order zero. At $2\tau_1$ the primary echo is

$$S_{\rm P}=i\sin\alpha_1\sin^2\tfrac{\alpha_2}2\,e^{i(2\phi_2-\phi_1)}e^{-2\tau_1/T_2}.$$

Pulse 2 also stores

$$Z_{-q_1}=\tfrac i2e^{i\phi_2}\sin\alpha_2F_{q_1}^*=-\tfrac12e^{i(\phi_2-\phi_1)}\sin\alpha_1\sin\alpha_2e^{-\tau_1/T_2}.$$

This does not dephase during $\tau_2$; it decays by $e^{-\tau_2/T_1}$. Pulse 3 multiplies it by $-ie^{i\phi_3}\sin\alpha_3$, and it rephases during another $\tau_1$. At $2\tau_1+\tau_2$ the stimulated echo is

$$S_{\rm S}=\tfrac i2\sin\alpha_1\sin\alpha_2\sin\alpha_3\,e^{i(\phi_3+\phi_2-\phi_1)}e^{-2\tau_1/T_2-\tau_2/T_1}.$$

The factor $1/2$ arises because storage retains one transverse component of the dephased pattern, which contains orders $+q_1$ and $-q_1$ equally. Only the negative order rephases after pulse 3.

Pulse 3 also refocuses three other pathways. With all axes along $x$ their signals are:

- Primary echo refocused, at $2\tau_2$: $-i\sin\alpha_1\sin^2(\alpha_2/2)\sin^2(\alpha_3/2)e^{-2\tau_2/T_2}$. The second conjugation reverses the sign.
- Free signal created by pulse 2, at $\tau_1+2\tau_2$: $iz\sin\alpha_2\sin^2(\alpha_3/2)e^{-2\tau_2/T_2}$. Here $z=1+(\cos\alpha_1-1)e^{-\tau_1/T_1}$ is the mean longitudinal magnetization before pulse 2.
- Free signal from pulse 1 that pulse 2 left alone, at $2(\tau_1+\tau_2)$: $i\sin\alpha_1\cos^2(\alpha_2/2)\sin^2(\alpha_3/2)e^{-2(\tau_1+\tau_2)/T_2}$.

If two echo times coincide, for example when $\tau_2=2\tau_1$, the complex amplitudes add.

Take flips of 90°, 60° and 60° about $x$, $\tau=\tau_1=10$ ms, $\tau_2=30$ ms, $T_1=600$ ms and $T_2=80$ ms. Then $E_2=0.8825$, and $F_1=-0.8825i$ before pulse 2. That pulse gives

$$F_{-1}=0.25(0.8825i)=0.2206i,$$

$$Z_1=-\tfrac12(0.8660)(0.8825)=-0.3821 .$$

The primary echo at 20 ms is $M_y=0.2206(0.8825)=0.195$. During $\tau_2$ the stored part decays to $Z_1=-0.3635$. Pulse 3 produces $F_{-1}=0.3148i$, so the stimulated echo at 50 ms is $M_y=0.3148(0.8825)=0.278$. It is larger than the primary echo although it comes later: the flip-angle factor is 0.375 instead of 0.25, and the extra 30 ms costs only $T_1$ decay.

The remaining echoes, at 60, 70 and 80 ms, have $M_y=-0.0295$, $0.0017$ and $0.0690$. The one at 70 ms is small because the 90° excitation left no longitudinal magnetization; its source is the 0.0165 recovered before pulse 2. All five formulas, with the last three extended to general pulse phases, were tested against isochromat sums at two sets of flip angles.

## A train in which pathways overlap

Now apply a 90° pulse about $x$, followed by refocusing pulses of flip $\alpha$ and phase $\phi$ at $\tau,3\tau,5\tau,\dots$. Echoes form at $2\tau,4\tau,\dots$. Write $s=\sin^2(\alpha/2)$. Before the first refocusing pulse $F_1=-iE_2$, and after it

$$F_{-1}=ise^{2i\phi}E_2,\qquad Z_{-1}=-\tfrac12e^{i\phi}\sin\alpha\,E_2 .$$

Two intervals later these have become $F_1=ise^{2i\phi}E_2^3$ and $Z_{-1}=-\frac12e^{i\phi}\sin\alpha\,E_2E_1^2$. The second refocusing pulse sends both to $F_{-1}$, and one last interval gives

$$F_0(4\tau)=-is^2E_2^4+\tfrac i2e^{2i\phi}\sin^2\alpha\,E_2^2E_1^2 .$$

The excited magnetization pointed along $-y$. For a refocusing axis parallel to it, $\phi=90^\circ$ and $e^{2i\phi}=-1$, so the terms add. For $\phi=0$ they oppose each other. At $\alpha=180^\circ$ the stimulated term vanishes, and the choice of axis affects only the phase of these ideal echoes, not their size; between the two axes above it reverses the sign of echo 1 and leaves echo 2 unchanged.

For $\alpha=120^\circ$ and $\tau=5$ ms, the spin-echo part is $0.5625e^{-20/80}=0.438$ and the stimulated part is $0.375e^{-10/80-10/600}=0.325$. Along $-y$, echo 2 is therefore 0.764 for the parallel axis and 0.113 for the perpendicular one. In the parallel case it exceeds echo 1, which is 0.662 because no stored magnetization has yet returned.

Such a train does not measure $T_2$ directly. Echo 10 is 0.2900, above $e^{-100/80}=0.2865$. A parity argument shows why. Between refocusing pulses a transverse order changes by two and a longitudinal order by zero, while a pulse can change only the sign of an order. Parity at the refocusing pulses is thus conserved. Excited magnetization first arrives there with order one, whereas recovered magnetization enters with order zero. One interval later, at an echo, the transverse orders are even for the excited part and odd for the recovered part. Hence recovered magnetization does not contribute to $F_0$ at an echo. If $T_1$ were no longer than $T_2$, the excited part of every isochromat would have length at most $e^{-t/T_2}$, and so would its average. The excess therefore requires $T_1>T_2$: it comes from time spent in longitudinal storage.

## How many isochromats are enough?

For this ten-echo train with the parallel axis, $n=20$. The grid with $N=21$ agrees with the phase graph to rounding error. With $N=20$ the largest echo error is $2.7\times10^{-7}M_0$. It is the order that was never reversed,

$$|F_{20}|=(\cos^260^\circ)^{10}e^{-100/80}=2.7\times10^{-7}.$$

The error need not fall steadily with $N$. For a grid with $\theta_0=0$, the largest echo error is $2.5\times10^{-4}M_0$ for $N=11$ but $1.9\times10^{-2}M_0$ for $N=12$; other offsets change these values by up to a factor of two. Parity accounts for this. Within the reach of 20 intervals, $N=11$ aliases orders $\pm11$, which at echoes contain only recovered magnetization. With $N=12$ the aliased orders $\pm12$ come from the much larger excited part.

Random sampling is far less economical. At the last echo, 100 random isochromats have a predicted rms error of $0.0133M_0$; repeated sampling gave $0.0135M_0$. This is the rms of the complex error $|S_N-F_0|$, most of which lies in $M_x$, at right angles to the echo. To bring this complex error down to 1% of the echo amplitude, $0.0029M_0$, requires

$$N\simeq100\left(\frac{0.01334}{0.00290}\right)^2\simeq2100 .$$

## Removing work that cannot affect the signal

The phase graph as described still carries configurations that can never return. At step $j$, orders above $j$ are empty. An order $k$ needs at least $k$ further intervals to reach zero, so orders above $n-j$ cannot influence any signal up to step $n$. It is therefore exact to keep

$$k\le\min(j,n-j).$$

The largest order needed is $n/2$ for even $n$. In general one cannot stop lower. Consider $n=12$ with a 50° pulse before every interval. Cutting at order 5 loses the pathway that climbs to order 6, is reversed, and returns. It contains one excitation, ten transfers without reversal and one reversal:

$$\sin50^\circ\,(\cos^225^\circ)^{10}\sin^225^\circ\,e^{-60/80}=0.0090 .$$

This is the error found numerically, in units of $M_0$.

With a pulse before every interval, the number of triplet updates for even $n$ is

$$\sum_{j=0}^{n-1}\left[\min(j,n-j)+1\right]=\frac{n^2}{4}+n .$$

The rising part of the sum, through $j=n/2$, is $\frac12\frac n2(\frac n2+1)$. The falling part is $\frac12\frac n2(\frac n2-1)$. Together they give $n^2/4$, and the $+1$ contributes $n$.

The smallest grid guaranteed free of aliasing has $N=n+1$ and needs $n(n+1)$ vector updates. Both costs are quadratic. For $n=600$ the counts are 90,600 triplets and 360,600 vectors, but a triplet is complex. A general complex $3\times3$ product and relaxation take $36+6=42$ real multiplications; a real rotation, precession and relaxation take $9+4+1=14$. The totals are $3.8\times10^6$ and $5.0\times10^6$, a ratio of only 1.3. These counts are for arbitrary pulse phases. When all pulse axes lie along $\pm x$, the $F_k$ are purely imaginary and the $Z_k$ real, and the mirror symmetry $\theta\to-\theta$ halves the grid, so both totals and their ratio change if this is exploited. The measured times were 15 ms and 46 ms, a ratio near three. Since the multiplication count does not explain that ratio, it should be read as a property of these implementations and this machine. The signals agreed to about $10^{-16}M_0$.

The case for the phase graph is thus not a better power of $n$ than a well-chosen grid. It removes sampling error without a choice of $N$, lets the pathways that contribute to an echo be traced through the update rules, and shows which orders may be dropped. Isochromats remain the natural choice when pulses depend on $\theta$, since each vector can then be given its own rotation. The numerical output below lists the intermediate configurations and the complete echo trains.

## Computed values

```
T1 = 600 ms, T2 = 80 ms, M0 = 1
Three pulses about x, flips (deg): [90. 60. 60.]
tau1 = 10 ms, tau2 = 30 ms
interval factors: E1 = 0.98347, E2 = 0.88250
before pulse 2: Im F(+1) = -0.88250, Z(0) = 0.01653 M0
after pulse 2: Im F(+1) = -0.66187, Im F(-1) = 0.22062 M0
after pulse 2: Im F(0) = -0.01431, Z(0) = 0.00826, Z(1) = -0.38213 M0
before pulse 3: Z(1) = -0.36350 M0
after pulse 3: Im F(-1) = 0.31480 M0
echo primary: t = 20 ms, My = +0.19470 M0
echo stimulated: t = 50 ms, My = +0.27781 M0
echo primary refocused: t = 60 ms, My = -0.02952 M0
echo FID 2 refocused: t = 70 ms, My = +0.00169 M0
echo FID 1 refocused: t = 80 ms, My = +0.06898 M0
Echo train: 10 echoes, spacing 10 ms, refocusing 120 deg, n = 20 intervals
echo 2 parts: spin 0.43808, stimulated 0.32547 M0
signal along -y in M0: axis y (parallel), axis x, exp(-t/T2)
echo  1: +0.66187 -0.66187 0.88250
echo  2: +0.76354 +0.11261 0.77880
echo  3: +0.59296 +0.26871 0.68729
echo  4: +0.55585 -0.29860 0.60653
echo  5: +0.50226 +0.08493 0.53526
echo  6: +0.44523 +0.11932 0.47237
echo  7: +0.38927 -0.14528 0.41686
echo  8: +0.36749 +0.01894 0.36788
echo  9: +0.31016 +0.11016 0.32465
echo 10: +0.29002 -0.12594 0.28650
N =  6 equally spaced: largest echo error 8.1e-02 M0
N =  8 equally spaced: largest echo error 6.8e-02 M0
N = 11 equally spaced: largest echo error 2.5e-04 M0
N = 12 equally spaced: largest echo error 1.9e-02 M0
N = 16 equally spaced: largest echo error 3.2e-04 M0
N = 20 equally spaced: largest echo error 2.7e-07 M0
N = 21 equally spaced: largest echo error 2.2e-16 M0
|F(20)| after 20 intervals = 2.73e-07 M0
random N = 100, last echo: rms error predicted 0.01334, observed 0.01345 M0
random N for 1 % rms error at last echo: 2117
n = 12, 50 deg pulse each interval: cut at order 5 gives error 0.00904 M0
Cost test: n = 600 intervals, 30 deg pulses, N = 601 isochromats
largest signal difference: 1.1e-16 M0
updates: EPG 90600 triplets, isochromats 360600 vectors
real multiplications per update: EPG 42, isochromats 14
real multiplications in all: EPG 3.805e+06, isochromats 5.048e+06
run time here: EPG 15.2 ms, isochromats 46.3 ms
```
